# Reststrahlen band and reflectivity zero of a model ionic crystal: verification in Python

```python
"""
Normal-incidence reflectivity of a thick ionic crystal with one polar mode.

Result under test, for eps(w) = e_inf + (e_0-e_inf) wT^2/(wT^2-w^2-i g w):
without damping R = 1 between wT and wL = wT sqrt(e_0/e_inf), and R = 0
only at wR = wT sqrt((e_0-1)/(e_inf-1)), provided e_inf > 1.
With weak damping the zero becomes a minimum of height about Im(eps)^2/16.

e_0, e_inf : static and electronic (high-frequency) dielectric constants
wT, wL     : transverse and longitudinal optical frequencies (cm^-1)
g          : damping rate (cm^-1);  N = n + i kappa : refractive index
Fields vary as exp(-i w t). All frequencies are given as wavenumbers.
"""
import numpy as np
from scipy.constants import c
from scipy.integrate import solve_ivp
from scipy.optimize import minimize_scalar

E_STATIC, E_INF = 6.0, 2.5
W_TO, DAMPING = 200.0, 4.0
STRENGTH = E_STATIC - E_INF


def dielectric(w, g, e_static=E_STATIC, e_inf=E_INF):
    return e_inf + (e_static - e_inf) * W_TO**2 / (W_TO**2 - w**2 - 1j * g * w)


def refractive_index(eps):
    root = np.sqrt(np.asarray(eps, dtype=complex))
    return np.where(root.imag < 0, -root, root)


def reflectivity(w, g, **constants):
    index = refractive_index(dielectric(w, g, **constants))
    return np.abs((1 - index) / (1 + index))**2


w_lo = W_TO * np.sqrt(E_STATIC / E_INF)
w_zero = W_TO * np.sqrt((E_STATIC - 1) / (E_INF - 1))

# Dielectric function from the driven ion motion, time in units of 1/wT.
test_g = 0.1
for drive in (0.7, 1.3, 1.8):
    def driven_ions(t, y):
        force = STRENGTH * np.exp(-1j * drive * t)
        return [y[1], force - y[0] - test_g * y[1]]
    end = 400.0
    motion = solve_ivp(driven_ions, (0, end), [0j, 0j], method="DOP853",
                       rtol=1e-10, atol=1e-12)
    eps_motion = E_INF + motion.y[0, -1] * np.exp(1j * drive * end)
    assert abs(eps_motion - dielectric(drive * W_TO, test_g * W_TO)) < 1e-6


# Longitudinal frequency from free motion in the field that makes D = 0.
def longitudinal_ions(t, y):
    field = -y[0] / E_INF
    return [y[1], -y[0] + STRENGTH * field]


def crossing(t, y):
    return y[0]


free = solve_ivp(longitudinal_ions, (0, 20), [1.0, 0.0], method="DOP853",
                 rtol=1e-11, atol=1e-13, events=crossing)
times = free.t_events[0]
w_lo_motion = W_TO * np.pi * (len(times) - 1) / (times[-1] - times[0])
assert abs(w_lo_motion / w_lo - 1) < 1e-6


# Wave equation through a slab in vacuum; length in units of c/(angular w).
def slab(eps, thickness):
    def wave(x, y):
        return [y[1], -eps * y[0]]
    sol = solve_ivp(wave, (thickness, 0), [1 + 0j, 1j], method="DOP853",
                    rtol=1e-10, atol=1e-12)
    field, slope = sol.y[:, -1]
    incoming = (field - 1j * slope) / 2
    reflected = (field + 1j * slope) / 2
    return abs(reflected / incoming)**2, 1 / abs(incoming)**2


strong_g = 40.0  # strong absorption removes the back-face reflection
for w in (150.0, 250.0, 310.0, 365.0, 500.0):
    eps = complex(dielectric(w, strong_g))
    kappa = float(refractive_index(eps).imag)
    r_slab, _ = slab(eps, 12 / kappa)
    assert abs(r_slab - reflectivity(w, strong_g)) < 1e-6

# Loss-free crystal inside the band: total reflection and field decay.
w_mid = 250.0
eps_mid = float(dielectric(w_mid, 0.0).real)
kappa_mid = float(refractive_index(eps_mid).imag)
r_thick, t_thick = slab(eps_mid, 12 / kappa_mid)
assert abs(r_thick - 1) < 1e-7
_, t_short = slab(eps_mid, 6 / kappa_mid)
_, t_long = slab(eps_mid, 8 / kappa_mid)
assert abs(t_long / t_short / np.exp(-4) - 1) < 1e-3
depth_um = 1e4 / (2 * np.pi * w_mid * kappa_mid)

# Band edges and shape of the undamped spectrum from a frequency scan.
grid = np.arange(10.0, 1000.0, 0.01) + 0.005
r_ideal = reflectivity(grid, 0.0)
band = grid[r_ideal > 1 - 1e-9]
assert abs(band[0] - W_TO) < 0.011 and abs(band[-1] - w_lo) < 0.011
assert len(band) == round((band[-1] - band[0]) / 0.01) + 1
assert np.all(np.diff(r_ideal[grid < W_TO]) > 0)
assert np.all(np.diff(r_ideal[(grid > w_lo) & (grid < w_zero)]) < 0)
assert np.all(np.diff(r_ideal[grid > w_zero]) > 0)


def find_minimum(g):
    found = minimize_scalar(lambda w: float(reflectivity(w, g)),
                            bounds=(w_lo, 1000.0), method="bounded",
                            options={"xatol": 1e-7})
    return found.x, found.fun


w_search, r_search = find_minimum(0.0)
assert abs(w_search - w_zero) < 1e-3 and r_search < 1e-10

# With e_inf = 1 there is no zero at finite frequency: R only decreases.
coarse = np.linspace(W_TO * np.sqrt(4.5) + 1, 4000.0, 2000)
r_no_zero = reflectivity(coarse, 0.0, e_static=4.5, e_inf=1.0)
assert np.all(np.diff(r_no_zero) < 0) and r_no_zero[-1] > 0

# Limits of low and high frequency.
r_low, r_high = [((np.sqrt(e) - 1) / (np.sqrt(e) + 1))**2
                 for e in (E_STATIC, E_INF)]
assert abs(reflectivity(1e-3, 0.0) - r_low) < 1e-8
assert abs(reflectivity(1e7, 0.0) - r_high) < 1e-8


# Weak damping: loss inside the band and height of the minimum.
def loss_estimate(g):
    eps = dielectric(w_mid, g)
    kappa = np.sqrt(-eps.real)
    return 2 * eps.imag / (kappa * (1 + kappa**2))


def im_eps_estimate(g):
    return (E_INF - 1)**2 * g * w_zero / (STRENGTH * W_TO**2)


loss = 1 - float(reflectivity(w_mid, DAMPING))
assert abs(loss_estimate(DAMPING) / loss - 1) < 0.05
small_g = DAMPING / 10
small_loss = 1 - float(reflectivity(w_mid, small_g))
assert abs(loss_estimate(small_g) / small_loss - 1) < 0.005

w_min, r_min = find_minimum(DAMPING)
r_min_estimate = im_eps_estimate(DAMPING)**2 / 16
assert abs(r_min_estimate / r_min - 1) < 0.01
w_min_double, r_min_double = find_minimum(2 * DAMPING)
assert abs(r_min_double / r_min - 4) < 0.04
shift_ratio = (w_min_double - w_zero) / (w_min - w_zero)
assert abs(shift_ratio - 4) < 0.1

r_damped = reflectivity(grid, DAMPING)
peak = int(np.argmax(r_damped))
assert W_TO < grid[peak] < w_lo and r_damped[peak] < 1

to_thz = 100 * c / 1e12
print(f"static dielectric constant: {E_STATIC:.2f}")
print(f"electronic dielectric constant: {E_INF:.2f}")
print(f"damping rate: {DAMPING:.1f} cm^-1")
print(f"omega_TO: {W_TO:.1f} cm^-1 = {W_TO * to_thz:.3f} THz")
print(f"omega_LO: {w_lo:.1f} cm^-1 = {w_lo * to_thz:.3f} THz")
print(f"R = 0 at: {w_zero:.1f} cm^-1 = {w_zero * to_thz:.3f} THz")
print(f"omega_LO/omega_TO: {w_lo / W_TO:.4f}")
print(f"omega_R/omega_TO: {w_zero / W_TO:.4f}")
print(f"band width: {w_lo - W_TO:.1f} cm^-1")
print(f"omega_LO from ion motion: {w_lo_motion:.1f} cm^-1")
print(f"band edges from scan: {band[0]:.2f}, {band[-1]:.2f} cm^-1")
print(f"zero from minimization: {w_search:.2f} cm^-1")
print(f"R, low-frequency limit: {r_low:.4f}")
print(f"R, high-frequency limit: {r_high:.4f}")
print("No damping: w (cm^-1), eps, n, kappa, R")
for w in (100.0, 150.0, 250.0, 300.0, 330.0, 400.0, 500.0):
    eps = dielectric(w, 0.0)
    index = refractive_index(eps)
    print(f"  {w:.0f}  {eps.real:.4f}  {index.real:.4f}"
          f"  {index.imag:.4f}  {reflectivity(w, 0.0):.4f}")
print(f"field decay length at {w_mid:.0f} cm^-1: {depth_um:.2f} um")
print("With damping: w (cm^-1), Re eps, Im eps, n, kappa, R")
for w in (100.0, W_TO, w_mid, 300.0, w_lo, 330.0, 500.0):
    eps = dielectric(w, DAMPING)
    index = refractive_index(eps)
    print(f"  {w:.1f}  {eps.real:.4f}  {eps.imag:.4f}  {index.real:.4f}"
          f"  {index.imag:.4f}  {reflectivity(w, DAMPING):.4f}")
print(f"highest damped R: {r_damped[peak]:.4f} at {grid[peak]:.1f} cm^-1")
print(f"1-R at {w_mid:.0f} cm^-1, full formula: {loss:.4f}")
print(f"1-R at {w_mid:.0f} cm^-1, estimate: {loss_estimate(DAMPING):.4f}")
print(f"Im eps at omega_R, estimate: {im_eps_estimate(DAMPING):.5f}")
print(f"damped minimum position: {w_min:.2f} cm^-1")
print(f"damped minimum R, full formula: {r_min:.3e}")
print(f"damped minimum R, estimate: {r_min_estimate:.3e}")
print(f"minimum R ratio for doubled damping: {r_min_double / r_min:.3f}")
print(f"minimum shift ratio for doubled damping: {shift_ratio:.3f}")
print("all good")
```

Running it gives:

```
static dielectric constant: 6.00
electronic dielectric constant: 2.50
damping rate: 4.0 cm^-1
omega_TO: 200.0 cm^-1 = 5.996 THz
omega_LO: 309.8 cm^-1 = 9.289 THz
R = 0 at: 365.1 cm^-1 = 10.947 THz
omega_LO/omega_TO: 1.5492
omega_R/omega_TO: 1.8257
band width: 109.8 cm^-1
omega_LO from ion motion: 309.8 cm^-1
band edges from scan: 200.00, 309.83 cm^-1
zero from minimization: 365.15 cm^-1
R, low-frequency limit: 0.1766
R, high-frequency limit: 0.0507
No damping: w (cm^-1), eps, n, kappa, R
  100  7.1667  2.6771  0.0000  0.2080
  150  10.5000  3.2404  0.0000  0.2791
  250  -3.7222  0.0000  1.9293  1.0000
  300  -0.3000  0.0000  0.5477  1.0000
  330  0.4681  0.6842  0.0000  0.0352
  400  1.3333  1.1547  0.0000  0.0052
  500  1.8333  1.3540  0.0000  0.0226
field decay length at 250 cm^-1: 3.30 um
With damping: w (cm^-1), Re eps, Im eps, n, kappa, R
  100.0  7.1658  0.0622  2.6769  0.0116  0.2080
  200.0  2.5000  175.0000  9.4212  9.2876  0.8066
  250.0  -3.7100  0.2760  0.0716  1.9275  0.9411
  300.0  -0.2984  0.0672  0.0611  0.5497  0.8289
  309.8  0.0012  0.0553  0.1681  0.1645  0.5167
  330.0  0.4688  0.0389  0.6853  0.0284  0.0351
  500.0  1.8334  0.0063  1.3540  0.0023  0.0226
highest damped R: 0.9446 at 233.9 cm^-1
1-R at 250 cm^-1, full formula: 0.0589
1-R at 250 cm^-1, estimate: 0.0608
Im eps at omega_R, estimate: 0.02347
damped minimum position: 365.19 cm^-1
damped minimum R, full formula: 3.439e-05
damped minimum R, estimate: 3.444e-05
minimum R ratio for doubled damping: 3.985
minimum shift ratio for doubled damping: 3.988
all good
```
